# Logarithmic divergence of the direct second-order correlation energy in metals, part 1

(Sections cited here and not found follow in the second part.)

## Second-order correlation energy of a metal on a k-point mesh

For an electron gas at $r_s=2$ bohr with one electron per simple-cubic cell, the direct second-order correlation energy per electron is $-0.2591$ Ha on a $64^3$ mesh and $-0.3022$ Ha on a $128^3$ mesh. The step of $-0.0431$ Ha ($-1.17$ eV) is the same, to three figures, as the step from $16^3$ to $32^3$. The random-phase (RPA) energy, built from the same response function on the same meshes, moves only from $-0.061750$ to $-0.061788$ Ha.

| $n$ | $\rho=k_F/\Delta$ | $\varepsilon_{2d}$ (Ha) | $\varepsilon_{\rm RPA}$ (Ha) |
|---|---|---|---|
| 8 | 3.939 | $-0.130019$ | $-0.059025$ |
| 16 | 7.878 | $-0.172981$ | $-0.061040$ |
| 32 | 15.756 | $-0.216047$ | $-0.061602$ |
| 64 | 31.512 | $-0.259140$ | $-0.061750$ |
| 128 | 63.024 | $-0.302238$ | $-0.061788$ |

Hartree atomic units are used. The model is three-dimensional paramagnetic jellium at zero temperature, with a sharp Fermi surface, the bare interaction $v(q)=4\pi/q^2$, and $\mathbf q=0$ removed by the neutralizing background. Orbital energies are $k^2/2$ unless stated otherwise. In the table the momentum transfer $\mathbf q$ runs over the mesh of spacing $\Delta$ while the sums over orbitals are done in the continuum; fully discrete sums are treated separately below.

### The direct term

The second-order energy is $E_2=-\tfrac14\sum|\langle ij|ab\rangle-\langle ij|ba\rangle|^2/D$, with $i,j$ occupied and $a,b$ empty spin orbitals and $D=\epsilon_a+\epsilon_b-\epsilon_i-\epsilon_j>0$. The two squared terms become equal on relabelling $a\leftrightarrow b$, as do the two cross terms, so
$$E_2=-\tfrac12\sum\frac{|\langle ij|ab\rangle|^2}{D}+\tfrac12\sum\frac{\langle ij|ab\rangle\langle ba|ij\rangle}{D}.$$
The first sum is the direct term and the second the exchange term. Take $i=\mathbf k$, $a=\mathbf k+\mathbf q$, $j=-\mathbf p$, $b=-\mathbf p-\mathbf q$. Then $\langle ij|ab\rangle=v(q)/\Omega$, $\langle ij|ba\rangle=v(|\mathbf k+\mathbf p+\mathbf q|)/\Omega$, and $D=\mathbf q\cdot(\mathbf k+\mathbf p+\mathbf q)$. The direct term has two free spin labels (factor 4) and the exchange term one (factor 2), so
$$E_{2d}=-2\sum_{\mathbf q\neq0}\Big(\frac{v(q)}{\Omega}\Big)^2\sum_{\mathbf k,\mathbf p}\frac1D ,$$
and the exchange summand is the direct one multiplied by $-\tfrac12\,q^2/|\mathbf k+\mathbf p+\mathbf q|^2$.

An $n^3$ mesh corresponds to a periodic box with $\Omega=(2\pi/\Delta)^3$. With $\mathbf q=\Delta\mathbf m$, $\mathbf m$ an integer vector, $v/\Omega=\Delta/(2\pi^2m^2)$, and $D=\Delta^2s/2$ with $s$ an integer. Dividing by the $2N_{\rm orb}$ electrons,
$$\varepsilon_{2d}=-\frac{1}{2\pi^4N_{\rm orb}}\sum_{\mathbf m\ne0}\frac1{m^4}\sum_{\mathbf k,\mathbf p}\frac1s .$$
The spacing $\Delta$ has cancelled: the direct term depends on the number of electrons in the box and not on the density.

Now measure momenta in units of $k_F$, with $x=q/k_F=m/\rho$, $\rho=k_F/\Delta$, $N_{\rm orb}=4\pi\rho^3/3$, and the $z$ axis along $\mathbf q$. Each orbital sum becomes $\rho^3\int dk_z\,w(k_z)$, where $w$ is the area in the transverse plane with $k_\perp^2\le1-k_z^2$ (occupied) and $k_\perp^2>1-(k_z+x)^2$ (empty after the kick). Since $s=2\rho^2x(k_z+p_z+x)$, the term for one $\mathbf m$ is $-\frac{3}{16\pi^5}\frac{\rho}{m^4x}\iint ww/(k_z+p_z+x)$. Writing it as $-G(x)/(4\pi m^3)$ gives
$$\varepsilon_{2d}=-\sum_{\mathbf m\neq0}\frac{G(m/\rho)}{4\pi m^3}\;\to\;-\int\frac{dx}{x}G(x),\qquad G(x)=\frac{3}{4\pi^4x^2}\iint\frac{w(k_z)\,w(p_z)}{k_z+p_z+x}\,dk_z\,dp_z ,$$
where the arrow replaces $\sum_{\mathbf m}$ by $\int4\pi m^2dm$.

For small $x$ the area is the difference of two discs, $w=\pi[(k_z+x)^2-k_z^2]\to2\pi x\mu$, with $\mu=k_z\in(0,1)$ the cosine of the angle to $\mathbf q$. The two factors of $x$ cancel the prefactor, and $G(0)=3J/\pi^2$ with $J=\iint_0^1\mu\mu'/(\mu+\mu')$. Using $\mu\mu'/(\mu+\mu')=\mu-\mu^2/(\mu+\mu')$, the $\mu'$ integral is $\mu-\mu^2\ln(1+\mu)+\mu^2\ln\mu$. Integration by parts with the antiderivative $(\mu^3+1)/3$ gives $\int_0^1\mu^2\ln(1+\mu)=\tfrac23\ln2-\tfrac13\int_0^1(\mu^2-\mu+1)=\tfrac23\ln2-\tfrac5{18}$, and $\int_0^1\mu^2\ln\mu=-\tfrac19$. Hence $J=\tfrac12+\tfrac5{18}-\tfrac19-\tfrac23\ln2=\tfrac23(1-\ln2)=0.204569$, and
$$G(0)=C=\frac{2(1-\ln2)}{\pi^2}=0.062181\ {\rm Ha}.$$
In powers of $q$: phase space gives $q^2dq$, the squared interaction $q^{-4}$, the two shells of excitable electrons $q\cdot q$, and the denominator $q^{-1}$. The product is $dq/q$. $G$ falls to $0.049951$ Ha at $x=1$ and $0.005257$ Ha at $x=3$, and for large $x$, where $\int w\,dk_z=4\pi/3$ and the denominator tends to $x$, $G\to4/(3\pi^2x^3)$, so the integral converges at large $q$ and the trouble lies at small $q$ alone.

### Frequency form, and real metals

Partial fractions give $\int_0^\infty d\omega/[(a^2+\omega^2)(b^2+\omega^2)]=\frac{1}{b^2-a^2}\big(\frac{\pi}{2a}-\frac{\pi}{2b}\big)=\pi/[2ab(a+b)]$, so $1/(a+b)=\frac2\pi\int_0^\infty d\omega\,\frac{a}{a^2+\omega^2}\frac{b}{b^2+\omega^2}$. With $a_{\mathbf k}=\epsilon_{\mathbf k+\mathbf q}-\epsilon_{\mathbf k}$, the independent-particle response is $\chi_0(q,i\omega)=-\frac4\Omega\sum_{\mathbf k}a_{\mathbf k}/(a_{\mathbf k}^2+\omega^2)$, with 2 for spin and 2 for the two time orderings. Substituting, $-2\cdot\frac2\pi\cdot\frac1{16}=-\frac1{4\pi}$, and
$$E_{2d}=\sum_{\mathbf q\neq0}\int_0^\infty\frac{d\omega}{2\pi}\Big[-\tfrac12(v\chi_0)^2\Big].$$
Set $z=x/2$, $a=k_F^2x(k_z+z)$, $\omega=k_F^2xu$ and $\chi_0=-(k_F/\pi^2)L$. Then $L=\frac1{2\pi x}\int dk_z\,w\,(k_z+z)/[(k_z+z)^2+u^2]$, and the same identity applied to $G$ gives $G=\frac{3}{4\pi^4x^2}\frac2\pi(2\pi x)^2\int L^2du=\frac6{\pi^3}\int_0^\infty L^2du$.

States with both $\mathbf k$ and $\mathbf k+\mathbf q$ occupied cancel in pairs, because $\mathbf k\to-\mathbf k-\mathbf q$ reverses the sign of $a$; $w$ may therefore be replaced by $\pi(1-k_z^2)$ on $(-1,1)$. With $t=k_z+z$ the numerator is $(1-z^2)t+2zt^2-t^3$, and $t^2/(t^2+u^2)=1-u^2/(t^2+u^2)$ reduces the integral to the Lindhard function
$$L=\tfrac12+\frac{1-z^2+u^2}{8z}\ln\frac{(z+1)^2+u^2}{(z-1)^2+u^2}-\frac u2\Big[\arctan\frac{1+z}u+\arctan\frac{1-z}u\Big].$$
As $x\to0$, $w=2\pi x\mu$ gives $L\to R(u)=\int_0^1\mu^2d\mu/(\mu^2+u^2)=1-u\arctan(1/u)$. From $G(0)=C$, $\int R^2du=\pi(1-\ln2)/3=0.321336$, and $\int R\,du=\int_0^1\mu^2\frac{\pi}{2\mu}d\mu=\pi/4$. The momentum and frequency forms of $G$ are tested against each other to one part in $10^6$ at four values of $x$; the program and its output follow this text.

In a crystalline metal, intraband transitions at small $q$ have $a=\mathbf q\cdot\mathbf v$, shell thickness $\mathbf q\cdot\mathbf v/|\mathbf v|$, and an overlap of periodic parts tending to 1, so
$$\chi_0\to-4\int_{\mathbf q\cdot\mathbf v>0}\frac{dS}{(2\pi)^3|\mathbf v|}\frac{(\mathbf q\cdot\mathbf v)^2}{(\mathbf q\cdot\mathbf v)^2+\omega^2}.$$
This depends only on $\hat{\mathbf q}$ and $\omega/q$, so the frequency integral supplies one power of $q$ and the measure is again $q^2dq\,q^{-4}q$. The coefficient is the integral of a square and cannot vanish, but its value depends on the Fermi surface. This holds for a finite Fermi velocity, as with Kohn–Sham energies from a local potential.

### Size of the effect on a mesh

Split the lattice sum at $1\ll M\ll\rho$. Inside, $G\simeq C$, and $A$ is defined by $\sum_{0<m\le M}1/(4\pi m^3)\to\ln M+A$. Outside, the sum is an integral, and $b$ is defined by $\int_x^\infty G\,dx'/x'\to C\ln(b/x)$, here with $x=M/\rho$. The cut $M$ drops out:
$$\varepsilon_{2d}=-C\,[\ln\rho+\ln b+A]+O(\rho^{-2}).$$
Quadrature gives $\ln b=0.41293$. The constant $A$ comes from the Epstein zeta function $Z(s)=\sum_{\mathbf m\ne0}m^{-s}$. For $s>3$, $Z(s)=\sum_{m\le M}m^{-s}+4\pi M^{3-s}/(s-3)$ at large $M$. Continued in $s$, with a smooth cut understood, this says that the sum of $m^{-s}$ minus its integral from the origin is $Z(s)$, and that $Z(3+\eta)=4\pi/\eta+4\pi A$. To evaluate $Z$, sum $\pi^{-s/2}\Gamma(s/2)m^{-s}=\int_0^\infty t^{s/2-1}e^{-\pi m^2t}dt$ over $\mathbf m$, with $\theta(t)=\sum_je^{-\pi j^2t}$, and on $t<1$ use the Poisson identity $\theta(t)=t^{-1/2}\theta(1/t)$ followed by $t\to1/t$:
$$Z(s)=\frac{\pi^{s/2}}{\Gamma(s/2)}\Big[I(s)+\frac2{s-3}-\frac2s\Big],\qquad I(s)=\int_1^\infty\big(t^{s/2-1}+t^{(3-s)/2-1}\big)(\theta^3-1)\,dt .$$
Near $s=3$ the prefactor is $2\pi[1+\tfrac\eta2(\ln\pi-\psi(\tfrac32))]$, with $\psi$ the digamma function, so $A=\tfrac12[I(3)-\tfrac23+\ln\pi-\psi(\tfrac32)]=0.30414$. Also $Z(1)=I(1)-3=-2.83730$, and $Z(0)=-1$ since $1/\Gamma(s/2)\to s/2$. The remainder is $O(\rho^{-2})$ because $L$ is even in $z$: the next term of $G$ is $\propto x^2$ and contributes $Z(1)/\rho^2$.

One electron per cell means $n^3/2=4\pi\rho^3/3$, or $\rho=0.49237\,n$. For $n=128$, $\ln63.024=4.14352$ and $-0.062181\,(4.14352+0.41293+0.30414)=-0.30224$ Ha, or $-8.22$ eV, as in the table. The sum lies below the law by $0.000185$ Ha at $n=8$ and $0.000046$ Ha at $n=16$, the factor of 4 expected from $\rho^{-2}$. Each doubling of $n$ adds $-C\ln2=-0.043101$ Ha; in terms of $N_k=n^3$ the growth is $-(C/3)\ln N_k$ with $C/3=0.020727$ Ha.

### Shell noise in fully discrete sums

When $\mathbf k$ and $\mathbf p$ also lie on the mesh, closed shells scatter about this line. For $\mathbf m=(100)$, each column of occupied points along $x$ has one excitable state, its top, contributing $s_c=2k_x+1\simeq2\rho\mu$ to $s$; the columns have density $2\pi\rho^2\mu\,d\mu$. An excess $\delta N=N_{\rm col}-\pi\rho^2$ of short columns at the equator, with $s_c\simeq0$, pairs with every other column in either order and adds $2\,\delta N\int_0^12\pi\rho^2\mu\,d\mu/(2\rho\mu)=2\pi\rho\,\delta N$ to $\sum1/s$. The six equivalent vectors shift the energy by $-6\rho\,\delta N/(\pi^3N_{\rm orb})$. For 1174 electrons, $N_{\rm orb}=587$, $\rho=5.194$, $\delta N=89-84.76=4.24$, and the estimate is $-6(5.194)(4.24)/(587\pi^3)=-0.00726$ Ha, against $-0.00731$ Ha from the explicit $(100)$ sum minus its continuum value. The estimate is only leading order in $1/\rho$: the shortest columns have $s_c=1$, and using that value lowers the pairing integral by the fraction $\ln(1+2\rho)/2\rho$, about 0.23 here, so the closeness of these two numbers is partly accidental. Over the shells of the windows below, the estimate and the $(100)$ deviation, both scaled by $\rho^{3/2}$, correlate at $0.991$.

This shift scales as $\delta N/\rho^2$. It is the part due to the six $(100)$ vectors only; longer vectors add deviations of their own, which the estimate does not include. That $\delta N$ grows roughly as $\rho^{1/2}$ is assumed and not derived here. It oscillates with many periods in $\rho$, so a window of unit width does not average it out completely. The test is only that every shell in the four windows listed next stays within $0.3\rho^{-3/2}$ Ha of the mesh sum. The largest deviations in the windows $\rho=4$–5, 6–7, 8–9 and 10–11 are $0.0095$, $0.0058$, $0.0070$ and $0.0034$ Ha, which is not monotonic. The means over these four windows, with explicit sums for $x\le2.2$ and the continuum $G$ beyond, differ from the mesh sums by about $0.0003$ Ha or less and have slope $-0.0624$ Ha in $\ln\rho$, against $-C=-0.0622$ Ha. Only alternate windows enter this fit, and offsets as small as $0.0003$ Ha are not typical of the windows between them (for $\rho=5$–6 the mean offset is $-0.0014$ Ha), so the closeness of the two slopes is not a measure of precision; the program asserts the means to $0.006$ Ha and the slope to 10%.

The direct second-order energy of jellium has been shown to diverge as $-C\ln\rho$ on a refined mesh, with fully discrete closed-shell sums scattering about that line. It remains to examine the exchange term, insulators and Hartree–Fock energies, to show how RPA cuts the logarithm off, and to draw the practical consequences.

Numbers in the example were calculated in double precision.
